# Why MP3 or MP4 can be farther from full CI than MP2: verification in Python

```python
"""
Result under test: in fourth-order Moller-Plesset theory (MP4) the singles,
doubles and triples parts are never positive, the quadruples part (with its
renormalization term) has either sign, and MP3 or MP4 can be farther from
full CI (FCI) than MP2, even for a convergent series.

Symbols: H = H0 + E1 + W, where H0 is the sum of Fock operators and the
reference determinant has <0|W|0> = 0.  gap = H0 energy of a determinant above
the reference.  psi1 = first-order wavefunction, norm1 = <psi1|psi1>.
E2, E3, E4 = energy corrections.  Correlation energies are relative to RHF.
An error is (MPn energy) - (FCI energy).  Molecular energies are in hartree
internally and printed in millihartree (mEh).
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from pyscf import gto, scf, mcscf, mp, fci


def taylor(gaps, w, radius, points):
    """Taylor coefficients in z of the eigenvalue of diag(gaps) + z*w that
    starts at the reference (index 0), from exact eigenvalues on a circle."""
    values = []
    for k in range(points):
        z = radius * np.exp(2j * np.pi * k / points)
        eigenvalues = np.linalg.eigvals(np.diag(gaps) + z * w)
        values.append(eigenvalues[np.argmin(abs(eigenvalues - gaps[0]))])
    coefficients = np.fft.fft(values) / points
    return (coefficients / radius ** np.arange(points)).real


def molecule(atom, basis, ncore):
    """MP2-MP4 with the parts of E4, and FCI, in the determinant space."""
    mol = gto.M(atom=atom, basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-8, 100
    mf.kernel()
    assert mf.converged
    norb = mf.mo_energy.size - ncore
    nocc = mol.nelectron // 2 - ncore
    nelec = (nocc, nocc)
    cas = mcscf.CASCI(mf, norb, 2 * nocc)
    h1, ecore = cas.get_h1eff()
    eri = cas.get_h2eff()
    h2 = fci.direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)

    strings = [s for s in range(1 << norb) if bin(s).count("1") == nocc]
    occ = np.array([[(s >> p) & 1 for p in range(norb)] for s in strings])
    estr = occ @ mf.mo_energy[ncore:]
    lstr = occ[:, nocc:].sum(axis=1)
    gaps = estr[:, None] + estr[None, :] - 2 * estr[0]
    level = lstr[:, None] + lstr[None, :]
    assert gaps[level > 0].min() > 0

    def apply_h(c):
        return fci.direct_spin1.contract_2e(h2, c, norb, nelec).reshape(c.shape)

    ref = np.zeros(gaps.shape)
    ref[0, 0] = 1.0
    href = apply_h(ref)
    eref = href[0, 0]
    assert abs(eref + ecore - mf.e_tot) < 1e-8

    def apply_w(c):
        return apply_h(c) - (eref + gaps) * c

    denominator = gaps.copy()
    denominator[0, 0] = 1.0
    coupling = apply_w(ref)
    psi1 = -coupling / denominator
    psi1[0, 0] = 0.0
    g = apply_w(psi1)
    e2 = np.sum(coupling * psi1)
    e3 = np.sum(psi1 * g)
    norm1 = np.sum(psi1 ** 2)
    raw = {n: -np.sum((g ** 2 / denominator)[level == n]) for n in (1, 2, 3, 4)}
    renorm = -e2 * norm1
    e4 = sum(raw.values()) + renorm

    solver = fci.direct_spin1.FCISolver()
    solver.verbose, solver.conv_tol, solver.max_cycle = 0, 1e-11, 200
    efci, cfci = solver.kernel(h1, eri, norb, nelec, ci0=ref, ecore=ecore)
    corr = efci - ecore - eref

    # Rayleigh quotient of reference + psi1, evaluated directly with H
    trial = ref + psi1
    quotient = np.sum(trial * apply_h(trial)) / np.sum(trial ** 2) - eref
    assert abs(quotient - (e2 + e3) / (1 + norm1)) < 1e-8
    assert quotient > corr - 1e-8

    return dict(mf=mf, gaps=gaps, level=level, apply_w=apply_w, e2=e2, e3=e3,
                e4=e4, norm1=norm1, raw=raw, renorm=renorm, corr=corr,
                c0=abs(np.asarray(cfci).reshape(gaps.shape)[0, 0]),
                err=np.array([e2, e2 + e3, e2 + e3 + e4]) - corr)


def show_parts(name, m):
    q = m["raw"][4] + m["renorm"]
    s, d, t = (1e3 * m["raw"][n] for n in (1, 2, 3))
    print(f"{name} E2, E3, E4 (mEh): {1e3*m['e2']:.3f} {1e3*m['e3']:.3f}"
          f" {1e3*m['e4']:.3f}")
    print(f"{name} S, D, T, Q (mEh): {s:.3f} {d:.3f} {t:.3f} {1e3*q:.3f}")


# --- Convergent two-level series in which MP2 is exact -----------------------
kappa = 0.16
w_two = np.array([[0.0, np.sqrt(kappa)], [np.sqrt(kappa), -kappa]])
exact = np.linalg.eigvalsh(np.diag([0.0, 1.0]) + w_two)[0]
series = np.cumsum(taylor(np.array([0.0, 1.0]), w_two, 0.5, 64)[:21])
radius_two = 1 / np.sqrt(kappa ** 2 + 4 * kappa)
# at the predicted branch point the two eigenvalues must coincide
z_branch = 1 / (kappa + 2j * np.sqrt(kappa))
pair = np.linalg.eigvals(np.diag([0.0, 1.0]) + z_branch * w_two)
assert abs(pair[0] - pair[1]) < 1e-6 and abs(abs(z_branch) - radius_two) < 1e-12
assert radius_two > 1
assert abs(series[2] - exact) < 1e-10
assert abs(series[3] - exact + kappa ** 2) < 1e-10
assert abs(series[4] - exact + kappa ** 3) < 1e-10
assert abs(series[20] - exact) < 1e-3
print(f"Two-level kappa: {kappa:.2f}; exact energy/D: {exact:.6f}")
print(f"Two-level convergence radius: {radius_two:.4f}")
for n in (2, 3, 4, 5, 6, 10, 20):
    print(f"Two-level error/D through order {n}: {series[n]-exact:+.6f}")

# --- Lipkin model: the quadruples part changes sign with particle number -----
v_pair = 0.1
quad_sign = {}
for n_part in (2, 3, 4, 5, 6):
    size = 1 << n_part
    count = np.array([bin(s).count("1") for s in range(size)])
    raising = np.zeros((size, size))
    for s in range(size):
        for p in range(n_part):
            if not (s >> p) & 1:
                raising[s | (1 << p), s] = 1.0
    pairs = raising @ raising
    w_lip = -0.5 * v_pair * (pairs + pairs.T)
    gaps_lip = count.astype(float)
    c_all = taylor(gaps_lip, w_lip, 0.5, 32)
    keep = count <= 2
    c_noquad = taylor(gaps_lip[keep], w_lip[np.ix_(keep, keep)], 0.5, 32)
    formula = (-v_pair ** 4 * n_part * (n_part - 1)
               * (n_part ** 2 - 7 * n_part + 9) / 16)
    assert abs(c_all[3]) < 1e-11
    assert abs(c_all[4] - formula) < 1e-10
    quad_sign[n_part] = np.sign(c_all[4])
    if n_part >= 4:
        print(f"Lipkin N={n_part}, V=0.1 eps: bare Q, renorm, E_Q (1e-4 eps):"
              f" {1e4*(c_all[4]-c_noquad[4]):.3f} {1e4*c_noquad[4]:.3f}"
              f" {1e4*c_all[4]:.3f}")
assert all(quad_sign[n] > 0 for n in (2, 3, 4, 5)) and quad_sign[6] < 0

# --- H4 chain: parts of E4 from exact eigenvalues of reduced CI spaces -------
h4 = molecule("H 0 0 0; H 0 0 1.0; H 0 0 2.0; H 0 0 3.0", "sto-3g", 0)
shape = h4["gaps"].shape
dim = h4["gaps"].size
w_h4 = np.array([h4["apply_w"](row.reshape(shape)).ravel()
                 for row in np.eye(dim)]).T
gap_h4, level_h4 = h4["gaps"].ravel(), h4["level"].ravel()
full = taylor(gap_h4, w_h4, 0.1, 16)
for order, key in ((2, "e2"), (3, "e3"), (4, "e4")):
    assert abs(full[order] - h4[key]) < 1e-7
for n in (1, 3, 4):
    keep = level_h4 != n
    reduced = taylor(gap_h4[keep], w_h4[np.ix_(keep, keep)], 0.1, 16)
    removed = full[4] - reduced[4]
    assert removed < 0
    assert abs(removed - h4["raw"][n]) < 1e-7
keep = (level_h4 == 0) | (level_h4 == 2)
only_d = taylor(gap_h4[keep], w_h4[np.ix_(keep, keep)], 0.1, 16)
assert abs(only_d[4] - h4["raw"][2] - h4["renorm"]) < 1e-7
show_parts("H4 chain 1.0 A", h4)
print(f"H4 bare Q, renorm (mEh): {1e3*h4['raw'][4]:.3f} {1e3*h4['renorm']:.3f}")


# --- H2: at the bond length where MP2 equals FCI -----------------------------
def hydrogen(r):
    return molecule(f"H 0 0 0; H 0 0 {r:.12f}", "sto-3g", 0)


r_cross = brentq(lambda r: hydrogen(r)["err"][0], 0.74, 4.2, xtol=1e-10)
h2mol = hydrogen(r_cross)
k_h2 = h2mol["norm1"]
assert abs(h2mol["err"][0]) < 1e-7
assert abs(h2mol["err"][1] - k_h2 * h2mol["e2"]) < 1e-6
assert abs(h2mol["err"][2] - k_h2 ** 2 * h2mol["e2"]) < 1e-6
print(f"H2 MP2-FCI crossing (A): {r_cross:.4f}; kappa: {k_h2:.4f}")
print(f"H2 correlation energy there (mEh): {1e3*h2mol['corr']:.3f}")
print(f"H2 MP3, MP4 errors there (mEh): {1e3*h2mol['err'][1]:.3f}"
      f" {1e3*h2mol['err'][2]:.3f}")
print(f"H2 convergence radius there: {1/np.sqrt(k_h2**2+4*k_h2):.4f}")

# --- N2 at several bond lengths ----------------------------------------------
print("N2/STO-3G: R (A), FCI corr., MP2, MP3, MP4 errors (mEh)")
nitrogen = {}
for r in np.arange(10, 19) / 10:
    m = molecule(f"N 0 0 0; N 0 0 {r}", "sto-3g", 2)
    nitrogen[r] = m
    print(f"N2 {r:.1f} {1e3*m['corr']:.2f} " +
          " ".join(f"{1e3*x:+.2f}" for x in m["err"]))
    assert m["c0"] > 0.3
mp2_check = mp.MP2(nitrogen[1.1]["mf"], frozen=2).kernel()[0]
assert abs(mp2_check - nitrogen[1.1]["e2"]) < 1e-7
show_parts("N2 1.1 A", nitrogen[1.1])
r_best = min(nitrogen, key=lambda r: abs(nitrogen[r]["err"][0]))
to_kj = (constants.physical_constants["Hartree energy"][0]
         * constants.N_A / 1000)
print(f"N2 length with smallest MP2 error (A): {r_best:.1f}")
print("N2 MP2, MP3, MP4 errors there (kJ/mol): " +
      " ".join(f"{to_kj*x:+.1f}" for x in nitrogen[r_best]["err"]))

# --- Two ordinary molecules for contrast -------------------------------------
bh = molecule("B 0 0 0; H 0 0 1.23", "6-31g", 1)
hf = molecule("F 0 0 0; H 0 0 0.92", "6-31g", 1)
for name, m in (("BH 1.23 A", bh), ("HF molecule 0.92 A", hf)):
    show_parts(name, m)
    print(f"{name} FCI corr. (mEh): {1e3*m['corr']:.3f}")
    print(f"{name} MP2, MP3, MP4 errors (mEh): " +
          " ".join(f"{1e3*x:+.3f}" for x in m["err"]))

size_n2 = [abs(m["err"]) for m in nitrogen.values()]
assert any(e[1] > e[0] for e in size_n2)
assert any(e[2] > e[0] for e in size_n2)
size_bh = abs(bh["err"])
assert size_bh[0] > size_bh[1] > size_bh[2]
print("PASS")
```

Running it gives:

```
Two-level kappa: 0.16; exact energy/D: -0.160000
Two-level convergence radius: 1.2257
Two-level error/D through order 2: +0.000000
Two-level error/D through order 3: -0.025600
Two-level error/D through order 4: -0.004096
Two-level error/D through order 5: +0.007537
Two-level error/D through order 6: +0.003172
Two-level error/D through order 10: +0.001099
Two-level error/D through order 20: +0.000010
Lipkin N=4, V=0.1 eps: bare Q, renorm, E_Q (1e-4 eps): -2.250 4.500 2.250
Lipkin N=5, V=0.1 eps: bare Q, renorm, E_Q (1e-4 eps): -11.250 12.500 1.250
Lipkin N=6, V=0.1 eps: bare Q, renorm, E_Q (1e-4 eps): -33.750 28.125 -5.625
H4 chain 1.0 A E2, E3, E4 (mEh): -41.198 -15.904 -6.568
H4 chain 1.0 A S, D, T, Q (mEh): -0.003 -7.140 -0.019 0.594
H4 bare Q, renorm (mEh): -0.340 0.934
H2 MP2-FCI crossing (A): 3.4913; kappa: 0.9464
H2 correlation energy there (mEh): -303.072
H2 MP3, MP4 errors there (mEh): -286.840 -271.476
H2 convergence radius there: 0.4622
N2/STO-3G: R (A), FCI corr., MP2, MP3, MP4 errors (mEh)
N2 1.0 -129.43 +7.32 +5.01 +2.19
N2 1.1 -157.33 +2.82 +8.36 +3.51
N2 1.2 -189.30 -5.71 +15.35 +5.18
N2 1.3 -225.28 -19.55 +29.27 +6.05
N2 1.4 -265.18 -39.78 +55.12 +2.74
N2 1.5 -309.03 -67.06 +99.88 -12.29
N2 1.6 -357.12 -101.52 +172.40 -53.17
N2 1.7 -409.62 -143.05 +282.89 -143.75
N2 1.8 -466.06 -192.00 +441.92 -320.84
N2 1.1 A E2, E3, E4 (mEh): -154.506 5.535 -4.842
N2 1.1 A S, D, T, Q (mEh): -0.325 -3.797 -1.892 1.172
N2 length with smallest MP2 error (A): 1.1
N2 MP2, MP3, MP4 errors there (kJ/mol): +7.4 +21.9 +9.2
BH 1.23 A E2, E3, E4 (mEh): -37.788 -13.359 -5.780
BH 1.23 A S, D, T, Q (mEh): -0.164 -5.856 -0.276 0.517
BH 1.23 A FCI corr. (mEh): -62.569
BH 1.23 A MP2, MP3, MP4 errors (mEh): +24.781 +11.421 +5.642
HF molecule 0.92 A E2, E3, E4 (mEh): -127.835 1.226 -4.331
HF molecule 0.92 A S, D, T, Q (mEh): -0.642 -2.058 -0.726 -0.905
HF molecule 0.92 A FCI corr. (mEh): -131.567
HF molecule 0.92 A MP2, MP3, MP4 errors (mEh): +3.732 +4.958 +0.627
PASS
```
